# Gaussian Line Displacements: Coherent Grating Orders and Diffuse Scattering

A rigid displacement $u$ of one grating line changes the phase of its scattered wave by $qu$, where $q$ is the component of the momentum transfer along the grating vector. Suppose that each line is displaced independently, with a Gaussian distribution of zero mean and variance $\sigma^2$. The mean amplitude of every line is then reduced by the same number, and the coherent intensity by the square of its modulus, $F$. This number depends on $q$ and $\sigma$ alone, and since it has no dimension, $F$ depends on the product $q\sigma$. Reflection symmetry, $u\to-u$, makes it even in $q$.

One more property fixes the function. Two successive independent Gaussian displacements, of variances $\sigma_1^2$ and $\sigma_2^2$, form one Gaussian displacement of variance $\sigma_1^2+\sigma_2^2$, while their phase factors, being independent, average separately and multiply:

$$F\big(q^2(\sigma_1^2+\sigma_2^2)\big)=F(q^2\sigma_1^2)\,F(q^2\sigma_2^2).$$

The continuous solution with $F(0)=1$ is $F=\exp(-cq^2\sigma^2)$. For small $q\sigma$ the mean phase factor is $\langle 1-iqu-q^2u^2/2\rangle=1-q^2\sigma^2/2$, whose square begins as $1-q^2\sigma^2$. Hence $c=1$.

To find where the lost intensity goes, the whole scattered amplitude is needed. Let $N$ identical parallel lines have centres $x_n=nd+u_n$, with pitch $d$ and $n=0,\dots,N-1$. Let $\rho(x)$ be the real, dimensionless density profile of one line, equal to one on its plateau. The scattering is taken to be weak, so that each wave scatters once and the amplitude is linear in the density. Apart from a constant prefactor,

$$A(q)=f(q)\sum_n e^{-iq(nd+u_n)},\qquad f(q)=\int\rho(x)\,e^{-iqx}\,dx .$$

With this normalization $f$ is a length. A strongly scattering grating, in which waves scatter repeatedly, is outside this model.

The Gaussian average follows by completing the square:

$$-\frac{u^2}{2\sigma^2}-iqu=-\frac{(u+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The integration path may be shifted by $iq\sigma^2$, because the integrand has no singularities and vanishes at both ends. The remaining integral is that of a normalized Gaussian, so

$$\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}.$$

The mean amplitude therefore contains the sum for a perfect grating. With $\theta=qd$, the geometric series gives

$$\left|\sum_n e^{-in\theta}\right|^2=\left|\frac{1-e^{-iN\theta}}{1-e^{-i\theta}}\right|^2=\frac{\sin^2(N\theta/2)}{\sin^2(\theta/2)}\equiv S_N(q),$$

since $|1-e^{-i\alpha}|=2|\sin(\alpha/2)|$. The coherent intensity is

$$|\langle A\rangle|^2=|f|^2e^{-q^2\sigma^2}S_N .$$

At the orders $q_m=2\pi m/d$ all terms are in phase and $S_N=N^2$. Each order is thus the order of the perfect grating multiplied by $e^{-q_m^2\sigma^2}$.

The mean of the intensity is not the intensity of the mean amplitude. It is

$$\langle|A|^2\rangle=|f|^2\sum_{n,n'}e^{-iq(n-n')d}\,\langle e^{-iq(u_n-u_{n'})}\rangle .$$

For $n=n'$ the average is one, and there are $N$ such terms. For $n\ne n'$ independence makes it a product of two single-line averages, $e^{-q^2\sigma^2}$. The phase factors of the unequal pairs add up to $S_N-N$, because the full double sum is $S_N$. Therefore

$$\langle|A|^2\rangle=|f|^2\left[e^{-q^2\sigma^2}S_N+N\left(1-e^{-q^2\sigma^2}\right)\right].$$

The second term is the variance of the amplitude, which is the diffuse scattering. It has no interference peaks. When $q\sigma\ll1$ it is $N|f|^2q^2\sigma^2$; when $q\sigma\gg1$ it tends to $N|f|^2$, the sum of the intensities of $N$ lines with random phases. At an order the coherent part grows as $N^2$ and the diffuse part as $N$, with the ratio

$$\frac{\text{diffuse}}{\text{coherent}}=\frac{e^{q_m^2\sigma^2}-1}{N}.$$

The peak heights cannot show a balance of intensity, since the two parts scale differently with $N$. The comparison must be made between integrals over $q$. Let the zone of order $m$ be $|q-q_m|<\pi/d$, and let $h(q)=|f|^2e^{-q^2\sigma^2}$. Over one zone every term of the double sum with $n\ne n'$ integrates to zero, so that $\int S_N\,dq=2\pi N/d$. The coherent weight per line is then

$$\frac1N\int_{\text{zone}}h\,S_N\,dq=\frac{2\pi}{d}h(q_m)+\frac1N\int_{\text{zone}}[h(q)-h(q_m)]\,S_N\,dq .$$

In the last integral $S_N$ is even about $q_m$, so the part of $h(q)-h(q_m)$ linear in $q-q_m$ cancels. The even remainder starts quadratically and removes the singularity of $1/\sin^2$. The integral stays bounded as $N$ grows, and the correction is of order $1/N$. For a long grating the coherent weight of order $m$ is therefore

$$W_m=\frac{2\pi}{d}|f(q_m)|^2e^{-q_m^2\sigma^2},$$

and the diffuse weight per line, over all $q$, is

$$D=\int|f(q)|^2\left(1-e^{-q^2\sigma^2}\right)dq .$$

A conservation law connects them. Parseval's theorem applied to one particular displaced grating states that $\int|A|^2dq$ equals $2\pi$ times the integral of the squared total density. If no two lines overlap, the products of different lines vanish, and

$$\int|A|^2\,dq=2\pi N\,C(0),\qquad C(x)=\int\rho(y)\,\rho(y+x)\,dy .$$

The right side does not contain the displacements. What the orders lose must then appear between and beneath them. This is a statement about the kinematic integral over all $q$. It is not a power balance among the beams that can propagate at one wavelength.

The size of any violation caused by overlap can also be derived. Write $g(q)=|f|^2(1-e^{-q^2\sigma^2})$. The weight missing from all orders is $M=(2\pi/d)\sum_m g(q_m)$, whereas $D=\int g\,dq$. To compare a sum with an integral, form the periodic function $G(q)=\sum_m g(q+q_m)$, whose period is $2\pi/d$. Its Fourier series is

$$G(q)=\frac{d}{2\pi}\sum_n e^{-inqd}\int g(q')\,e^{inq'd}\,dq' ,$$

where the integrals over single zones have joined into one over all $q'$ because $e^{inq_md}=1$. At $q=0$ this gives

$$M=\sum_n\int g(q)\,e^{iqnd}\,dq .$$

The term $n=0$ is $D$. The others follow from the fact that $|f|^2$ is the Fourier transform of $C$, which gives $\int|f|^2e^{iqx}dq=2\pi C(x)$. Including $e^{-q^2\sigma^2}$ in the integrand replaces $C$ by $C_\sigma(x)=\langle C(x+u-u')\rangle$, since the relative displacement of two lines has variance $2\sigma^2$ and its mean phase factor is $e^{-q^2\sigma^2}$. Hence

$$M-D=2\pi\sum_{n\neq0}\left[C(nd)-C_\sigma(nd)\right].$$

Both terms in the bracket measure overlap between different lines, before and after displacement. Without overlap, $M=D$. A Gaussian distribution has unbounded tails, so some overlap remains in principle, but it is negligible when the gap between lines is many times $\sigma$ and the edge width.

The balance does not hold order by order. The contribution of order $m$ to $M$ is the central value $g(q_m)$ times the zone width, whereas the diffuse weight in that zone is the integral of $g$ across it. The two differ unless $g$ happens to have its central value as its average. The zero order shows this most clearly: $g(0)=0$, so it loses nothing, yet $g$ is positive around it.

For a worked example take round model parameters: pitch $d=32$ nm, line width $w=14$ nm, $\sigma=1.5$ nm and $N=400$. The line is a rectangle convolved with a normalized Gaussian of standard deviation $b=1$ nm, which describes smooth edges. A convolution becomes a product under Fourier transformation, so

$$f(q)=\frac{2\sin(qw/2)}{q}\,e^{-q^2b^2/2},\qquad f(0)=w .$$

The first order lies at $q_1=2\pi/32=0.196\ \text{nm}^{-1}$, where $q_1^2\sigma^2=0.0867$ and the intensity factor is $0.917$. The exponent grows as $m^2$. At the third order it is $9\times0.08674=0.781$ and the factor is $0.458$; at the fifth order the factor is $0.114$. The weights per line, in nm, are as follows.

| $m$ | perfect | coherent | missing | diffuse in zone |
|---|---|---|---|---|
| 0 | 38.485 | 38.485 | 0.000 | 0.250 |
| 1 | 18.855 | 17.289 | 1.567 | 1.335 |
| 2 | 0.639 | 0.452 | 0.187 | 0.343 |
| 3 | 1.106 | 0.507 | 0.599 | 0.519 |

The first entry is $2\pi w^2/d=2\pi\times14^2/32=38.485$ nm. At the third order, $1.106\times0.458=0.507$ nm remains. The first and third orders lose more than their zones gain, while the zeroth and second zones gain more than their orders lose. Summed over all orders of both signs, the perfect weight is $80.875$ nm and the coherent weight $75.183$ nm. The missing weight is $5.692$ nm, and the separately integrated diffuse weight is also $5.692$ nm, or $7.0$ percent of the total. At the third order itself the diffuse intensity is small beside the peak:

$$\frac{1/0.458-1}{400}\approx0.0030 .$$

The $1/N$ correction to the integrated peak is smaller still. Relative to its limit, the third-order weight is in error by $-4.3\times10^{-4}$ for 400 lines and by half as much for 800.

These totals have a closed form. For a rectangle, $C(x)=w-|x|$ when $|x|<w$. Gaussian blurring of each line replaces $x$ by $x+z$, where $z$ is Gaussian with variance $2b^2$. The mean modulus of a Gaussian variable of standard deviation $\tau$ is $\tau\sqrt{2/\pi}$, so for $b\ll w$

$$C(0)=w-\sqrt{2}\,b\sqrt{\frac{2}{\pi}}=w-\frac{2b}{\sqrt\pi}.$$

Here this is $12.872$ nm, and $2\pi C(0)$ gives the total above. Random relative displacement adds $2\sigma^2$ to the variance of $z$, so $C_\sigma(0)=w-2\sqrt{b^2+\sigma^2}/\sqrt\pi$ when $\sigma\ll w$ as well. Since $D=2\pi[C(0)-C_\sigma(0)]$,

$$D=4\sqrt\pi\left(\sqrt{b^2+\sigma^2}-b\right).$$

With $\sqrt{1^2+1.5^2}=1.803$ nm this is $4\sqrt\pi\times0.803=5.69$ nm, as found by integration. The line width has dropped out, because displacement changes the mean density near the edges and leaves the plateau unaltered. For $\sigma\ll b$ the diffuse weight is $2\sqrt\pi\,\sigma^2/b$, quadratic in the displacement. For sharp edges, $b\ll\sigma$, it becomes $4\sqrt\pi\,\sigma$, which is linear. The square-law loss of each low order then does not carry over to the sum. For sharp edges $|f|^2$ falls on average as $1/q^2$. The orders with $q\sigma<1$ therefore each lose, on average, about the same weight, proportional to $\sigma^2$, but their number is proportional to $1/\sigma$. The orders with $q\sigma>1$ lose most of their weight, and the $1/q^2$ tail beyond $q=1/\sigma$ sums to a value proportional to $\sigma$. Both groups give a loss linear in $\sigma$, and each supplies about half of the total.

The length $\sqrt{b^2+\sigma^2}$ also marks a limit on what the orders can reveal. Their intensities contain $b$ and $\sigma$ through the product $e^{-q^2b^2}e^{-q^2\sigma^2}$. A perfectly placed grating with an edge blur of $1.803$ nm has the same order intensities as this displaced grating with a blur of $1$ nm. In real space, both have the same mean density. The diffuse scattering separates them, since the perfectly placed grating has none in this model. To obtain $\sigma$ from the orders alone, the form factor, including its edge blur, must be known independently.

The overlap term becomes visible for lines of width $28$ nm at the same pitch and edge blur, with $\sigma=4$ nm. The nominal gap is then only $4$ nm. The missing weight is $11.43$ nm but the diffuse weight is $22.14$ nm. Their difference, $-10.71$ nm, agrees with the overlap sum computed from the real-space densities. The additional intensity comes from adding the densities of overlapping lines: where two plateaus coincide, the density is two and its square is four, whereas two separate plateaus contribute one each. Real lines that touch would merge and not double their density, so in this regime the model of rigid, additive lines itself fails.

The assumptions of independence and Gaussian shape play different roles. The mean amplitude involves one line at a time. Correlations between lines therefore leave the coherent factor unchanged, as long as each displacement keeps the same distribution. The diffuse part does change. Suppose that the displacements are jointly Gaussian with $\langle u_nu_{n'}\rangle=\sigma^2r^{|n-n'|}$. The variance of $u_n-u_{n'}$ is then $2\sigma^2(1-r^{|n-n'|})$. Inserting this in the pair average and subtracting the coherent part gives

$$|f|^2e^{-q^2\sigma^2}\sum_{n,n'}\left(e^{q^2\sigma^2r^{|n-n'|}}-1\right)e^{-iq(n-n')d}.$$

The terms $n=n'$ reproduce the result for independent lines. For $r>0$ the other terms are all positive at an order and add to it. With $r=0.8$ and 40 lines, the diffuse intensity at the third order is $6.6$ times that of independent lines. Without overlap, the total and coherent weights are unchanged, so this gain must be compensated at other values of $q$. The division into coherent and diffuse parts refers to the ensemble mean amplitude, and a measured order contains both. As $r\to1$ the lines move together, the diffuse term at an order approaches $N^2|f|^2(1-e^{-q^2\sigma^2})$, and the total intensity of the order is not reduced at all. The factor $e^{-q^2\sigma^2}$ describes a measured order only when the correlation extends over far fewer than $N$ lines. If instead the errors accumulate from line to line, the variance of $u_n$ grows with $n$. The mean phase factors then differ between lines, and no common factor can be taken out of the sum.

For independent displacements that are not Gaussian, $e^{-q^2\sigma^2}$ is replaced by $|\langle e^{-iqu}\rangle|^2$. Equally likely shifts $+\sigma$ and $-\sigma$ give $\cos^2(q\sigma)$. This also begins as $1-q^2\sigma^2$, so orders with $q\sigma\ll1$ respond, to leading order, to the variance alone. High orders respond to the shape of the distribution: at the fifth order the two-valued factor is $0.0096$, against $0.114$ for the Gaussian.

A measurement on one grating does not average over an ensemble, so its order intensity scatters about the mean. Return to independent Gaussian displacements, since the result below does not hold for correlated or two-valued ones. Set $s=q_m^2\sigma^2$, and let $R$ be the measured intensity relative to that of the perfect grating. At an order the lattice phase factors equal one, and

$$R=\left|\frac1N\sum_n e^{-iq_mu_n}\right|^2 .$$

The real part of the average has mean $e^{-s/2}$. Using $\cos^2\alpha=(1+\cos2\alpha)/2$ and $\langle\cos2q_mu\rangle=e^{-2s}$, the variance of a single cosine is

$$\frac{1+e^{-2s}}2-e^{-s}=\frac{(1-e^{-s})^2}{2}.$$

The imaginary part has zero mean and enters $R$ quadratically, hence at order $1/N$; it can be dropped beside the real fluctuation of order $1/\sqrt N$. Squaring the real part doubles its relative fluctuation:

$$\frac{\Delta R}{R}=\frac{2}{e^{-s/2}}\,\frac{1-e^{-s}}{\sqrt{2N}}=\frac{2\sqrt2\,\sinh(s/2)}{\sqrt N}.$$

The displacement is inferred from $q_m^2\sigma^2=-\ln R$. A relative change of $R$ therefore changes $s$ by the same amount with opposite sign, and since $\sigma\propto\sqrt s$,

$$\frac{\Delta\sigma}{\sigma}=\frac{\Delta R/R}{2s}=\frac{\sqrt2\,\sinh(s/2)}{s\sqrt N}.$$

This is the leading order for large $N$. For small $s$ it tends to $1/\sqrt{2N}$, which is the statistical scatter of a root-mean-square value taken from $N$ Gaussian displacements. Inferring $\sigma$ from the intensity then adds no scatter of its own. For large $s$ the scatter grows as $e^{s/2}/s$, because the mean amplitude falls while its fluctuations do not. The formula holds only as long as these fluctuations remain small beside the mean, which requires $e^s\ll N$. An independent relative error $\varepsilon$ in the intensity, or in the value of $|f|^2$ used to find $R$, acts the other way: it contributes $\varepsilon/(2s)$, which for a given $\varepsilon$ is worst at low orders. If $\varepsilon$ is the same at every order, the combined error therefore has a minimum in $s$, which moves to higher orders as $\varepsilon$ grows. In the example the third order is best for $\varepsilon=0.01$, whereas for $\varepsilon$ of $3\times10^{-4}$ or less the first order is best.

For the third order and 400 lines the formula predicts a spread of $0.054$ nm, or $3.6$ percent of $\sigma$. In 5000 simulated gratings with a known form factor, the inferred values average $1.500$ nm and have a spread of $0.054$ nm. The numerical output gives these values with further digits, together with the weights of the fourth and fifth orders.

## Computed values

```
pitch d = 32.0 nm, line width w = 14.0 nm
edge blur b = 1.0 nm, displacement sigma = 1.5 nm
number of lines N = 400
Per order: q (1/nm), q^2 sigma^2, intensity factor
  m=0: 0.00000  0.00000  1.00000
  m=1: 0.19635  0.08674  0.91691
  m=2: 0.39270  0.34698  0.70682
  m=3: 0.58905  0.78070  0.45808
  m=4: 0.78540  1.38791  0.24960
  m=5: 0.98175  2.16861  0.11434
Weights per line (nm): ideal, coherent, missing, diffuse in zone
  m=0: 38.48451  38.48451  0.00000  0.25004
  m=1: 18.85535  17.28868  1.56667  1.33517
  m=2: 0.63926  0.45184  0.18742  0.34303
  m=3: 1.10609  0.50668  0.59941  0.51915
  m=4: 0.34355  0.08575  0.25780  0.28827
  m=5: 0.09594  0.01097  0.08497  0.08555
Sums over all orders, both signs:
  autocorrelation C(0) = 12.87162 nm
  ideal weight = 80.87478 nm
  coherent weight = 75.18325 nm
  missing weight = 5.69153 nm
  diffuse weight = 5.69153 nm
  diffuse share of total = 0.07037
equivalent edge blur = 1.80278 nm
diffuse/coherent intensity at m=3 = 0.002958
peak weight error, m=3, N=400: -0.000426
peak weight error, m=3, N=800: -0.000213
neighbour correlation = 0.8, lines = 40
  diffuse at m=3, correlated/independent = 6.6249
two-valued shifts: factor at m=5 = 0.00961
overlap case: w = 28.0 nm, sigma = 4.0 nm
  missing weight = 11.43463 nm
  diffuse weight = 22.14223 nm
  missing minus diffuse = -10.70761 nm
  real-space overlap term = -10.70761 nm
simulated gratings of 400 lines: 5000
  mean inferred sigma, m=3 = 1.4997 nm
  simulated spread of sigma = 0.0544 nm
  predicted spread of sigma = 0.0544 nm
```
